# When the Symmetric Midpoint Between Interstitial Sites Is Not the Saddle

A chain of 41 points is stretched between two interstitial sites and relaxed downhill, with the points kept equally spaced, to find the migration barrier. Started on the straight line between the sites, it settles with its highest point at 0.90 eV. Started with a sideways bend of 0.001 nm, on the same potential, it settles at 0.60 eV. The force vanishes at the top of both chains, so a vanishing force does not tell which result is the barrier.

## The potential

Let one classical particle of mass $m$ move in a plane, with the sites at $(\pm a,0)$. With $u=x^2/a^2$, take

$$V=E_m(1-u)^2+\tfrac12(-\kappa+cu)\,y^2+\tfrac14 g\,y^4,$$

$$c=\kappa+k,\qquad \kappa=\frac{4D}{b^2},\qquad g=\frac{4D}{b^4},$$

where $E_m,D,a,b,k$ are positive. The first term is a double well along the line of sites. The second is a transverse spring whose stiffness is $k$ at the sites ($u=1$) and $-\kappa$ at the midpoint ($u=0$). The quartic term limits the sideways motion. Note that $\kappa/g=b^2$ and $\kappa^2/(4g)=D$.

The example uses $E_m=0.90$ eV, $D=0.30$ eV, $a=0.12$ nm, $b=0.05$ nm and $k=300$ eV/nm². Then $\kappa=1.2/0.0025=480$ eV/nm² and $c=780$ eV/nm².

Since $\partial u/\partial x=2x/a^2$, the first derivatives are

$$V_x=\frac{x}{a^2}\left[-4E_m(1-u)+cy^2\right],\qquad V_y=y\left[-\kappa+cu+gy^2\right].$$

Both vanish at the origin. Symmetry alone requires this: $V$ is even in $x$ and in $y$, and an even smooth function has zero slope at zero. Evenness does not fix the sign of a curvature. Differentiating again gives

$$V_{xx}=\frac{-4E_m(1-3u)+cy^2}{a^2},\qquad V_{xy}=\frac{2cxy}{a^2},\qquad V_{yy}=-\kappa+cu+3gy^2.$$

The mixed derivative is zero at each of the following points, so the Hessian eigenvalues are $V_{xx}$ and $V_{yy}$:

- Midpoint $(0,0)$, energy $E_m$: $-4E_m/a^2=-250$ and $-\kappa=-480$ eV/nm².
- Sites $(\pm a,0)$, energy 0: $8E_m/a^2=500$ and $k=300$ eV/nm².
- Off-axis points $(0,\pm b)$: $(cb^2-4E_m)/a^2=-115$ and $2\kappa=960$ eV/nm².

The midpoint is therefore a maximum. A scan along $y=0$ shows a smooth barrier with its top there, because the scan samples $V_{xx}$ and never $V_{yy}$. The off-axis points have one negative eigenvalue, as a saddle must, provided that

$$cb^2<4E_m .$$

Here this reads $1.95<3.60$ eV.

The behaviour of the chain follows. On $y=0$ the transverse force $-V_y$ is zero, so a straight chain stays straight. Near the midpoint $-V_y\approx+\kappa y$, which drives a small bend to one side further outward. An S-shaped bend that leaves the middle point at the origin puts no force on that point, and if this symmetry is kept exactly the chain still has its top at 0.90 eV.

## No other stationary points

If $x=0$, then $V_y=0$ gives $y=0$ or $y=\pm b$. If $y=0$, then $V_x=0$ gives $x=0$ or $u=1$. These are the five points above. If neither coordinate is zero, both brackets must vanish:

$$cy^2=4E_m(1-u),\qquad y^2=\frac{\kappa-cu}{g}=b^2\left(1-\frac{cu}{\kappa}\right).$$

Inserting the second equation in the first and collecting $u$ gives

$$Qu=N,\qquad N=4E_m-cb^2,\qquad Q=4E_m-\frac{c^2b^2}{\kappa}.$$

Under the stated condition $N>0$. Also $Q<N$, because $c/\kappa>1$. If $Q\le0$, no positive $u$ solves the equation. If $Q>0$, then $u=N/Q>1$, and $y^2=b^2(1-cu/\kappa)$ is negative. Neither case gives a real point, so the potential has two minima, two saddles and one maximum.

## The barrier over all paths

Define the barrier as the lowest value, over all continuous paths between the sites, of the highest energy met on the path. For fixed $x$, let $W$ be the minimum of $V$ over $y$. When $u<\kappa/c$ the minimum lies at $y^2=(\kappa-cu)/g$. There the two $y$ terms add up to $-\tfrac12(\kappa-cu)^2/g+\tfrac14(\kappa-cu)^2/g$, so

$$W=E_m(1-u)^2-\frac{(\kappa-cu)^2}{4g}.$$

When $u\ge\kappa/c$ the minimum is at $y=0$ and $W=E_m(1-u)^2$. The valley formed by these minima, taken with $y\ge0$, is a continuous path from site to site. Any other path must pass through every $x$ between $-a$ and $a$, and at each one its energy is at least $W$. The barrier is therefore the largest value of $W$.

For $u<\kappa/c$,

$$\frac{dW}{du}=-2E_m(1-u)+\frac{c(\kappa-cu)}{2g}=\tfrac12(Qu-N).$$

This is linear in $u$. It equals $-N/2<0$ at $u=0$ and $-2E_m(1-\kappa/c)<0$ at $u=\kappa/c$, so it is negative throughout. Beyond $\kappa/c$, $W$ falls to zero at the site. The largest value is thus at $x=0$:

$$E_s=W(0)=E_m-\frac{\kappa^2}{4g}=E_m-D=0.60\ \text{eV}.$$

The relaxed bent chain found this barrier. The straight chain found a stationary path that is unstable to bending.

## Two other cases

Let the midpoint be transversely stiff, with $\kappa$ replaced by $-K$, $K>0$, and $g$ held fixed. Then $V(0,y)=E_m+\tfrac12Ky^2+\tfrac14gy^4\ge E_m$. Every path crosses $x=0$, and the straight path rises no higher than $E_m$. The midpoint is now the true saddle, with barrier 0.90 eV.

Next, raise $k$ to 1200 eV/nm² with the other inputs held fixed. Then $c=1680$ eV/nm² and $cb^2=4.20$ eV, which exceeds 3.60 eV. Both curvatures at $(0,\pm b)$ are positive, so these points are shallow minima at 0.600 eV. Now $N=-0.60$ eV and $Q=3.60-14.70=-11.10$ eV. The slope $\tfrac12(Qu-N)$ is positive at $u=0$ and changes sign at $u=N/Q=0.054$. That gives four saddles at $|x|=0.028$ nm, $|y|=0.045$ nm, with energy 0.608 eV. The barrier is the largest $W$, 0.608 eV. The midpoint is still not the saddle, but neither are the points directly beside it.

## The general statement

**Statement.** Let $V$ be twice continuously differentiable in two or more coordinates, and let $M$ be a force-free point whose Hessian $H$ has at least two negative eigenvalues. Let a smooth path $\gamma(s)$ between two sites pass through $M$ once, at $s=0$, with velocity $t\neq0$ and $t^{T}Ht<0$, and lie below $V(M)$ everywhere else. Then another path between the same sites has a strictly lower maximum, so $M$ does not set the barrier.

**Proof.** The vectors $n$ with $t^{T}Hn=0$ form a space of one dimension less than the full space, because $Ht\ne0$. The eigenvectors of two negative eigenvalues span a plane on which $H$ is negative definite. The plane and that space share at least one line. Take $n\neq0$ on it, so that $n^{T}Hn<0$ and $t^{T}Hn=0$. This $n$ is not parallel to $t$, since $t^{T}Ht\neq0$.

For small $\epsilon>0$, go around $M$ on the arc $M+\epsilon(-t\cos\theta+n\sin\theta)$ with $0\le\theta\le\pi$. The linear term of the expansion is absent because $M$ is force-free, and the cross term is absent by the choice of $n$:

$$V=V(M)+\tfrac12\epsilon^2\left(\cos^2\theta\;t^{T}Ht+\sin^2\theta\;n^{T}Hn\right)+o(\epsilon^2).$$

The bracket is negative for every $\theta$, and bounded away from zero, so the whole arc lies below $V(M)$ when $\epsilon$ is small. The arc ends at $M\mp\epsilon t$, while the old path has $\gamma(\mp\epsilon)=M\mp\epsilon t+O(\epsilon^2)$. On the short segments joining them $V=V(M)+\tfrac12\epsilon^2t^{T}Ht+o(\epsilon^2)$, which is also below $V(M)$. The rest of the old path is a closed piece that avoids $M$, so its maximum is below $V(M)$ too. The whole new path therefore lies below $V(M)$, which was the maximum of the old path. ∎

In the example, a circle of radius 0.01 nm around the midpoint has its highest points $\tfrac12(250)(0.01)^2=0.0125$ eV below $E_m$.

One negative eigenvalue does not by itself prove that $M$ sets the barrier, because a lower pass may exist elsewhere. A sufficient condition is the one used for the stiff midpoint: a surface through $M$ separates the sites, $V\ge V(M)$ on all of it, and some path has its maximum at $M$.

## What the error does to the hop rate

In transition-state theory every crossing of $x=0$ to the right counts as a hop. The mean rightward velocity per particle is $\int_0^\infty v\,e^{-mv^2/2k_BT}dv\big/\int_{-\infty}^{\infty}e^{-mv^2/2k_BT}dv=\sqrt{k_BT/2\pi m}$, so

$$\Gamma=\sqrt{\frac{k_BT}{2\pi m}}\;\frac{\int e^{-V(0,y)/k_BT}\,dy}{\int_{x<0}e^{-V/k_BT}\,dx\,dy}.$$

At low temperature both integrals become Gaussian. The upper one is $2\sqrt{2\pi k_BT/2\kappa}\;e^{-E_s/k_BT}$, with the leading 2 counting the saddles. The lower one is $2\pi k_BT/(m\omega_1\omega_2)$, where $\omega_1,\omega_2$ are the site frequencies. With $\omega_\perp=\sqrt{2\kappa/m}$,

$$\Gamma=2\,\frac{\omega_1\omega_2}{2\pi\,\omega_\perp}\,e^{-E_s/k_BT}.$$

For a mass of 11 u the frequencies $\omega/2\pi$ are 10.54, 8.16 and 14.60 THz, and the prefactor is $2(10.54)(8.16)/14.60=11.8$ THz. At 1000 K, $k_BT=0.0862$ eV and $\Gamma=1.12\times10^{10}$ s⁻¹. Taking the midpoint as the saddle of a one-dimensional hop gives $(\omega_1/2\pi)e^{-E_m/k_BT}=3.07\times10^{8}$ s⁻¹.

Numerical integration of the full expression gives $1.155\times10^{10}$ s⁻¹, 3.6 % above the harmonic value and 38 times the line result. At 300 K the factor is $1.2\times10^5$. The slope of $\ln\Gamma$ against $-1/k_BT$ near 1000 K is 0.602 eV, so an Arrhenius plot of the transition-state rate shows $E_s$ and not $E_m$. Of the crossings at 1000 K, 5.7 % pass within $b/2=0.025$ nm of the midpoint.

## Neglected effects and the real case

Recrossing is the largest of the corrections computed within the model. Langevin trajectories were started on $x=0$ with the thermal distribution of crossings, at 1000 K and with a chosen friction rate of 5 ps⁻¹. The net transmitted fraction is $0.752\pm0.005$ (standard error) after 1 ps and 0.738 after 2 ps. At this friction the rate is then about 25 % below the transition-state value, still some 28 times the uncorrected line result. A particle confined to the line recrosses too, with a transmitted fraction near 0.78 at the same friction, so with both rates corrected the ratio is about 36. The fraction depends on the friction: at 1 ps⁻¹ it is only about 0.38 after 2 ps. At 5 ps⁻¹ only about a third of the loss arises at the saddle, where Kramers' factor is 0.92. Most of the rest comes from particles that reach the far well and come back before they have lost their energy. That part belongs to the closed two-site model and would differ in a lattice with further sites. The fraction also falls with temperature, from about 0.83 at 800 K to about 0.69 at 1200 K at 5 ps⁻¹. This lowers the Arrhenius slope to about 0.56 eV, still close to $E_s$ and far from $E_m$.

The net quantum effect is small in this model. For $\theta=\hbar\omega/2k_BT$, the ratio of quantum to classical partition function of an oscillator is $\theta/\sinh\theta$. The unstable mode, whose frequency is imaginary, contributes $\theta/\sin\theta$ in the same harmonic approximation. This tunnelling factor is 1.002 at 1000 K and 1.028 at 300 K. With the stable modes included, the rate changes by factors of 0.999 and 0.995. At 300 K the stable modes give a factor near 0.8 at both the saddle and the site, and the two nearly cancel; other frequencies need not cancel so well.

A field of 0.1 MV/cm along the line, acting on a singly charged interstitial, lowers the forward barrier by $eFa=1.2$ meV. Through the Boltzmann factor alone, that raises the rate by about 1.4 % at 1000 K and about 5 % at 300 K. The same field across the line splits the two saddles by $2eFb=1.0$ meV. These are figures for the model. Silicon at 1000 K conducts too well to hold an applied field of this size in the bulk; fields of this size occur in space-charge layers, for example over some 10 to 25 nm at a steep doping profile.

The parameters lie in the rough range of a light dopant interstitial such as boron in silicon: a hop of about 0.24 nm, a barrier of some tenths of an eV, an anneal near 1000 K. They are chosen values, not a computed boron potential. In silicon the point midway between neighbouring tetrahedral sites lies on a threefold axis, so its two transverse curvatures are equal and turn negative together. The fixed plane potential is also an assumption that fails in silicon, since host atoms move with the interstitial and the interstitial can move in three dimensions. This model cannot predict the resulting change of barrier, but it gives the sensitivity: at a fixed prefactor, a shift of 0.1 eV changes the rate by $e^{0.1/0.0862}\approx3$ at 1000 K and by about 50 at 300 K. For a computed midpoint in a real crystal, the Hessian should therefore include the host atoms that move, and the path search should start from a chain bent to one side in a general direction, so that the bent chain keeps no symmetry. A bend along a symmetry direction can leave the chain at a top that still has two negative curvatures, so the Hessian at the new top should be checked for exactly one negative eigenvalue.
